# Open-circuit voltage penalty for one-percent external luminescence efficiency

**Question**

I am working on this exercise: a solar cell at 300 K has an external luminescence efficiency of one percent. How far does its open-circuit voltage lie below the radiative limit?

I know that in the radiative limit all net recombination produces light that leaves the cell. In my cell 99 % of the recombination is lost in other ways, so I expected most of the voltage to be lost too, but measured voltages do not behave like that. I am also stuck on three details:

1. The exercise gives neither the band gap nor the light intensity. Don't I need them?
2. If the nonradiative current has an ideality factor of two, should the answer contain \(2kT\) instead of \(kT\)?
3. Can I measure the efficiency under weak light and use it for the voltage under full light?

**Answer**

The voltage is tied to the light the cell emits, and that light depends exponentially on the voltage. A hundredfold reduction in emission therefore costs only a few \(kT/q\). To get the number, and to see what it depends on, write the current balance at open circuit.

I use volts, electronvolts and mA/cm², since Hartree units are unnatural for a device voltage. Every particle flux is multiplied by the elementary charge \(q\) and written as a current density \(J\).

### What is being compared

Let \(J_{\rm em}(V)\) be the emission through the front face when the electron and hole quasi-Fermi levels are separated by \(qV\). I assume that this separation is uniform in the absorber and equals \(q\) times the terminal voltage. Even at \(V=0\) the cell emits thermal radiation, which is balanced by the radiation it absorbs from surroundings at the same temperature. Only the excess counts as luminescence.

Let \(J_{\rm nr}(V)\) be the net nonradiative recombination, which vanishes at \(V=0\). The external luminescence efficiency is

\[
\eta=\frac{J_{\rm em}(V)-J_{\rm em}(0)}{J_{\rm em}(V)-J_{\rm em}(0)+J_{\rm nr}(V)} .
\]

It is a fraction, here \(\eta=0.01\), taken at open circuit. A photon that is emitted and reabsorbed inside the cell, creating a new electron–hole pair, cancels out of the net recombination.

The radiative limit belongs to the same cell with the same absorptance, temperature and photogeneration, but with \(J_{\rm nr}=0\), so that \(\eta=1\). This presumes a perfect rear mirror and no parasitic absorption. In a real cell, photons lost at the rear or absorbed without creating a pair must be counted in \(J_{\rm nr}\), and they lower \(\eta\) even when all recombination is radiative. An optically thick absorber of refractive index 3.5 on an index-matched absorbing substrate sends about \(3.5^2\) times as much light backwards as forwards, so \(\eta\approx1/(1+3.5^2)\approx0.075\) and the penalty derived below is already about 0.067 V.

### How emission depends on voltage

Take a lower electron state at energy \(E_1\) and an upper one at \(E_2=E_1+E\). Their occupations are Fermi functions \(f_1,f_2\) with quasi-Fermi levels \(\mu_1,\mu_2\), where \(\mu_2-\mu_1=qV\). For a photon mode with occupation \(n\), the emission rate is proportional to \(f_2(1-f_1)(n+1)\) and the absorption rate to \(f_1(1-f_2)n\), with the same constant. They balance when

\[
\frac{n+1}{n}=\frac{f_1}{1-f_1}\,\frac{1-f_2}{f_2}.
\]

For a Fermi function, \((1-f_i)/f_i=\exp[(E_i-\mu_i)/kT]\). The right-hand side is therefore

\[
\exp\!\left[\frac{(E_2-\mu_2)-(E_1-\mu_1)}{kT}\right]=\exp\!\left[\frac{E-qV}{kT}\right],
\]

and the balanced occupation is

\[
n^*(E,V)=\frac{1}{\exp[(E-qV)/kT]-1}.
\]

Now let a ray enter the front face, cross the absorber, reflect from a perfect rear mirror and leave. Let \(a(E)\) be its net absorptance due to these transitions, taken as independent of angle and voltage. If the ray enters with occupation \(n^*\), emission and absorption balance all along its path, and it leaves with \(n^*\). The part that was not absorbed is \((1-a)n^*\), so the cell's own emission must supply the remaining \(a\,n^*\). The cell supplies the same amount when no ray enters.

It remains to count modes. With two polarizations and photon momentum \(E/c\), there are \(8\pi E^2/(h^3c^3)\) modes per volume and energy. The flux through a plane towards one side is \(c\) times this density times

\[
\frac12\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta=\frac14 ,
\]

which gives \(2\pi E^2/(h^3c^2)\). Hence

\[
J_{\rm em}(V)=\frac{2\pi q}{h^3c^2}\int a(E)\,\frac{E^2\,dE}{\exp[(E-qV)/kT]-1}.
\]

If all emitted photons satisfy \(E-qV\gg kT\), the \(-1\) in the denominator can be dropped. The voltage then leaves the integral as a factor:

\[
J_{\rm em}(V)=J_0\,e^{qV/kT},\qquad
J_0=\frac{2\pi q}{h^3c^2}\int a(E)\,E^2e^{-E/kT}\,dE .
\]

The excess emission is

\[
J_{\rm em}(V)-J_{\rm em}(0)=J_0\left(e^{qV/kT}-1\right).
\]

This \(-1\) is the subtracted equilibrium emission. It is not the Bose–Einstein \(-1\) that was just dropped.

### The balance at open circuit

No current leaves the cell, so the photogeneration \(J_{\rm ph}\) equals the net recombination. By the definition of \(\eta\), the fraction \(\eta\) of it appears as excess emission:

\[
\eta J_{\rm ph}=J_0\left(e^{qV_{\rm oc}/kT}-1\right).
\]

Divide by \(J_0\), add 1 and take the logarithm:

\[
V_{\rm oc}=\frac{kT}{q}\ln\!\left(1+\frac{\eta J_{\rm ph}}{J_0}\right).
\]

The radiative limit \(V_{\rm rad}\) follows by setting \(\eta=1\). With \(r=J_{\rm ph}/J_0\), the penalty is

\[
\Delta V=V_{\rm rad}-V_{\rm oc}=\frac{kT}{q}\ln\frac{1+r}{1+\eta r}.
\]

To see when this becomes simple, take \(r\) out of the numerator and \(\eta r\) out of the denominator:

\[
\Delta V=\frac{kT}{q}\left[\ln\frac1\eta+\ln\!\left(1+\frac1r\right)-\ln\!\left(1+\frac1{\eta r}\right)\right].
\]

When \(\eta r\gg1\), \(r\) is large as well because \(\eta\le1\), and the last two logarithms vanish. What remains is

\[
\boxed{\Delta V=\frac{kT}{q}\ln\frac1\eta}
\]

The sign is as it should be: \(\eta<1\) makes the logarithm positive, and the real cell lies below its radiative limit.

### The number

At 300 K, \(kT/q=0.025852\) V, and \(\ln(1/0.01)=\ln 100=4.60517\). Therefore

\[
\Delta V=0.025852\ {\rm V}\times4.60517=0.119\ {\rm V}\approx0.12\ {\rm V}.
\]

Each factor of ten in \(\eta\) costs 0.0595 V at this temperature, and one percent is two such factors.

This also settles your first worry. Generation is the same in both cells, but the real cell may emit only one hundredth as much excess light. Its factor \(e^{qV/kT}\) must be a hundred times smaller, so its exponent is smaller by \(\ln100\). Losing 99 % of the recombination to nonradiative channels does not mean losing 99 % of the voltage.

### Do you need the gap and the light intensity?

You do not need them for the difference, as long as \(\eta r\gg1\) and the emission is nondegenerate. You need them for either voltage separately. A model absorber shows both points. Let \(a=0\) below a gap \(E_g=1.40\) eV and \(a=1\) above it, with \(J_{\rm ph}=30\) mA/cm². These are round model parameters.

For this step, substitute \(E=E_g+x\) in the integral for \(J_0\):

\[
\int_{E_g}^{\infty}E^2e^{-E/kT}dE
=e^{-E_g/kT}\int_0^\infty(E_g^2+2E_gx+x^2)\,e^{-x/kT}dx .
\]

The integrals of \(1\), \(x\) and \(x^2\) with the weight \(e^{-x/kT}\) are \(kT\), \((kT)^2\) and \(2(kT)^3\). Hence

\[
J_0=\frac{2\pi q}{h^3c^2}\,kT\left[E_g^2+2E_gkT+2(kT)^2\right]e^{-E_g/kT}.
\]

With energies and \(kT\) in eV, \(h\) is in eV s, while the prefactor \(q\) stays in coulombs. The result is \(J_0=2.52\times10^{-18}\) mA/cm², so

\[
r=\frac{30}{2.52\times10^{-18}}=1.19\times10^{19},\qquad \eta r=1.19\times10^{17}.
\]

The condition \(\eta r\gg1\) holds by a wide margin. The two voltages are

\[
V_{\rm rad}=0.025852\ {\rm V}\times\ln(1.19\times10^{19})=0.025852\ {\rm V}\times43.92\approx1.136\ {\rm V},
\]

\[
V_{\rm oc}=0.025852\ {\rm V}\times\ln(1.19\times10^{17})=0.025852\ {\rm V}\times39.32\approx1.016\ {\rm V}.
\]

Their difference, taken before rounding, is 0.119 V, or about 10 % of this cell's radiative-limit voltage.

The nondegenerate approximation can be checked on the same numbers. The lowest emitted photon has \(E-qV=1.40-1.136=0.264\) eV in the radiative limit, which is \(10.2\,kT\). Dropping the Bose–Einstein \(-1\) changes the occupation by a relative amount of at most about \(e^{-10.2}\approx4\times10^{-5}\). Since the voltage is \(kT/q\) times a logarithm of the emission, it shifts by no more than about \(10^{-6}\) V. This estimate holds \(a(E)\) fixed, which is safe for an optically thick step. The net absorption itself is proportional to \(f_1-f_2\). For a splitting shared equally between the two states this equals \(\tanh[(E-qV)/4kT]\), which is 1.2 % below 1 at \(10.2\,kT\). Where \(a<1\), this state filling is the larger correction.

Now replace the step by an absorptance that rises linearly from 0 at 1.30 eV to 1 at 1.50 eV, and keep \(J_{\rm ph}\) fixed. The radiative limit falls to 1.091 V, which is 0.044 V lower. The reason is a larger \(J_0\): the new edge absorbs, and therefore emits, at energies below 1.40 eV, where \(e^{-E/kT}\) is larger. From the voltage shift, \(J_0\) has grown by a factor \(\exp(0.04435/0.025852)\approx5.6\). The actual voltage at \(\eta=0.01\) falls by the same amount, to 0.972 V, and the penalty is again 0.119 V.

So the penalty must be subtracted from the radiative limit of the cell in question. Subtracting it from the limit of an idealized step absorber would leave out the 0.044 V due to the edge.

The numerical output below was obtained by solving the current balance with the full Bose–Einstein emission. In tests with both edges and six efficiencies from 0.1 % to 50 %, the penalty agreed with the boxed formula to within \(10^{-5}\) V, with \(a(E)\) held independent of voltage. Including symmetric state filling raises the penalty of the ramped absorber at \(\eta=0.01\) by about \(3\times10^{-4}\) V, which leaves 0.119 V unchanged.

### How accurately must you know the efficiency?

Differentiating the boxed formula gives

\[
d(\Delta V)=-\frac{kT}{q}\,\frac{d\eta}{\eta},
\]

so the relative error of \(\eta\) matters. If the true value is 0.8 % instead of 1 %, the penalty is 0.125 V. If it is 1.2 %, the penalty is 0.114 V. The shifts are \(+0.0058\) V and \(-0.0047\) V. They are unequal because a 20 % change is large enough for the curvature of the logarithm to show: the first is \((kT/q)\ln(1/0.8)\) and the second is \(-(kT/q)\ln1.2\).

The denominator of \(\eta\) matters here as well. At open circuit it is the rate at which light creates pairs. Incident photons that are reflected or transmitted do not belong in it.

### Does an ideality factor of two bring in \(2kT\)?

It does not enter the penalty formula, because the derivation never used the voltage dependence of \(J_{\rm nr}\). It used the emission law, which contains \(kT\), and the value of \(\eta\) at open circuit. The ideality factor does control how \(\eta\) changes with light intensity. Take

\[
J_{\rm nr}=J_2\left(e^{qV/2kT}-1\right).
\]

Well above \(kT/q\), both \(-1\) terms are negligible. The radiative and nonradiative shares of the generation are then

\[
\eta J_{\rm ph}=J_0e^{qV_{\rm oc}/kT},\qquad (1-\eta)J_{\rm ph}=J_2e^{qV_{\rm oc}/2kT}.
\]

Square the second equation and divide the first by it. The exponentials cancel, leaving

\[
\frac{\eta}{(1-\eta)^2J_{\rm ph}}=\frac{J_0}{J_2^2}
\quad\Longrightarrow\quad
\frac{\eta}{(1-\eta)^2}=\frac{J_0J_{\rm ph}}{J_2^2}.
\]

For \(\eta\ll1\), the efficiency is proportional to the light intensity.

In the step absorber, \(J_2=8.61\times10^{-8}\) mA/cm² gives \(\eta=1\) % at full light. As a check,

\[
\frac{J_0J_{\rm ph}}{J_2^2}=\frac{2.52\times10^{-18}\times30}{(8.61\times10^{-8})^2}=0.0102,
\qquad \frac{0.01}{0.99^2}=0.0102 .
\]

The voltage is 1.016 V and the penalty 0.119 V, the same as for a nonradiative current of ideality one with the same \(\eta\).

### Can you measure \(\eta\) under weaker light?

You can, but the value then belongs to the voltage under that weaker light. Reduce the light on the ideality-two cell to one tenth. The right-hand side of the relation above falls to 0.00102, and solving for the efficiency gives \(\eta=0.102\) %. It is slightly more than a tenth of 1 % because the factor \((1-\eta)^2\) has moved closer to 1.

At this light level the radiative limit is 1.076 V and the actual voltage 0.898 V. The penalty is 0.178 V, in agreement with

\[
0.025852\ {\rm V}\times\ln\frac{1}{0.001018}=0.178\ {\rm V}.
\]

As long as \(\eta r\gg1\) at the light level in question, the formula works with the efficiency of that level. If you used the dim-light efficiency for the full-light voltage, you would predict a penalty of 0.178 V where the true one is 0.119 V, an error of 0.059 V. The sign of this error depends on the ideality factor. For a loss of ideality 2/3, as for Auger recombination at high injection, the same dimming raises \(\eta\) from 1 % to 2.1 %, and the full-light penalty would be underestimated by 0.020 V.

If \(\eta\) does not depend on injection, this problem disappears. That is the case when \(J_{\rm nr}\) is proportional to \(e^{qV/kT}-1\), because numerator and denominator of \(\eta\) then change together.

### When the simple logarithm fails

The boxed formula needs \(\eta J_{\rm ph}\gg J_0\). It is not enough that \(J_{\rm ph}\gg J_0\). Take \(r=100\) and a constant \(\eta=0.01\), so that \(\eta r=1\). The full expression gives

\[
\Delta V=0.025852\ {\rm V}\times\ln\frac{1+100}{1+1}=0.025852\ {\rm V}\times3.922=0.101\ {\rm V},
\]

whereas the simple logarithm would still give 0.119 V. The numerical solution of the balance also gives 0.101 V.

For still weaker light, \(r\ll1\), use \(\ln(1+x)\approx x\) in both voltages:

\[
\Delta V\approx\frac{kT}{q}(r-\eta r)=\frac{kT}{q}(1-\eta)\,r .
\]

The penalty goes to zero with the light, as it must, because both voltages vanish in the dark.

For the 1.40 eV absorber, \(r=100\) means a photogeneration current of only \(2.5\times10^{-16}\) mA/cm², so this limit is irrelevant under the illumination used above. It becomes relevant when \(J_0\) is large, and the factor \(e^{-E_g/kT}\) shows that this happens for small gaps or high temperatures.

Two other assumptions can fail. If \(qV\) comes within a few \(kT\) of the lowest emitted photon energy, the voltage no longer factors out of the emission integral. If the quasi-Fermi-level separation varies through the device, the emitted light no longer measures a single voltage equal to the one at the terminals. In the first case, solve the current balance with the full emission integral, with an absorptance that includes state filling. Unless the absorber is optically thick, \(a\) depends on voltage in this regime: at \(E-qV=3kT\) a symmetric splitting lowers \(f_1-f_2\) by 36 %, while the Bose–Einstein \(-1\) raises the occupation by only 5 %. In the second case that integral fails too, because it was derived for a single separation along the whole path of the ray; the emission under illumination must then be calculated from the local separation. When minority-carrier transport is linear, so that dark and light currents superpose, the boxed formula still holds if \(a(E)\) is replaced by the photovoltaic external quantum efficiency, \(J_{\rm ph}\) by the short-circuit current, and \(\eta\) by the electroluminescence efficiency measured in the dark at the voltage \(V_{\rm oc}\).

## Values computed for the example and the checks

```
temperature: 300 K
thermal voltage kT/q: 0.025852 V
external luminescence efficiency eta: 0.01
ln(1/eta): 4.60517
penalty from formula: 0.11905 V
penalty per decade of eta: 0.05953 V
--- step absorber ---
gap: 1.40 eV
photogeneration current: 30.0 mA/cm^2
equilibrium emission current J0: 2.5202e-18 mA/cm^2
ratio eta*J_ph/J0: 1.190e+17
radiative-limit voltage: 1.13551 V
actual voltage at eta = 1 %: 1.01645 V
penalty from current balance: 0.11905 V
penalty at eta = 0.8 %: 0.12482 V
penalty at eta = 1.2 %: 0.11434 V
--- ramped absorber, 1.30 to 1.50 eV ---
radiative-limit voltage: 1.09116 V
actual voltage at eta = 1 %: 0.97211 V
penalty from current balance: 0.11905 V
--- step absorber, ideality-two nonradiative current ---
nonradiative prefactor: 8.6082e-08 mA/cm^2
full light: eta = 1.0000 %
full light: voltage = 1.01645 V
full light: penalty = 0.11905 V
one tenth light: eta = 0.1018 %
one tenth light: radiative limit = 1.07598 V
one tenth light: voltage = 0.89787 V
one tenth light: penalty = 0.17811 V
error if dim-light eta is used at full light: 0.05906 V
--- very weak light, eta = 1 % ---
J_ph/J0: 100
penalty from current balance: 0.10139 V
penalty from full expression: 0.10139 V
```
